# Van der Waals power laws for an atom above a sheet

**Q.** Summing \(-C_6/r^6\) over a layer gives \(D^{-4}\) for an atom at height \(D\). Why should it matter whether the layer conducts?

**A.** The pair sum assumes that each piece of the layer responds locally, with a fixed polarizability. In a conductor the polarizability grows without limit at low frequency and long wavelength. Distant pieces then screen one another, and their contributions no longer add. We need an energy formula that accepts any sheet response.

I use hartree atomic units, zero temperature and instantaneous Coulomb forces (\(c\to\infty\)). Atom and sheet do not overlap, the atom is isotropic, and the sheet is neutral and uniform at long wavelength. The random-phase approximation (RPA) gives the correlation energy

\[
E_c=\int_0^\infty\frac{du}{2\pi}\,\mathrm{Tr}\,[\ln(1-\chi_0v)+\chi_0v],
\]

where \(v\) is the Coulomb interaction and \(\chi_0(iu)\) the density response of independent electrons.

**Q.** That is the energy of everything together. How do you isolate the interaction?

**A.** Without overlap \(\chi_0\) has an atomic block and a sheet block. Write \(v=v_{\rm in}+V\), with \(V\) the part connecting the two bodies. With \(\chi=(1-\chi_0v_{\rm in})^{-1}\chi_0\), the response of each isolated body,

\[
1-\chi_0v=(1-\chi_0v_{\rm in})(1-\chi V).
\]

The first factor gives the energies of the isolated bodies, and \(\mathrm{Tr}\,\chi_0V=0\) because \(V\) is off-diagonal. What remains is \(\int du/(2\pi)\,\mathrm{Tr}\ln(1-\chi V)\). Odd powers of \(\chi V\) have no trace. The quadratic term, \(-\tfrac12\mathrm{Tr}(\chi V)^2\), contains two equal orderings, so

\[
E=-\int_0^\infty\frac{du}{2\pi}\,\mathrm{Tr}\,\chi_AV\chi_BV
\]

to first order in the atomic response \(\chi_A\). The sheet response \(\chi_B\) keeps its full internal screening.

A distant atom is a point dipole: a potential \(\phi\) changes its energy by \(-\tfrac12\alpha|\nabla\phi|^2\), so its trace with any kernel \(U=V\chi_BV\) is \(-\alpha\nabla\cdot\nabla'U(\mathbf r,\mathbf r')\) at the atom. The Coulomb interaction at in-plane wavevector \(q\) is \((2\pi/q)e^{-q|z|}\), hence

\[
U=\int\!\frac{d^2q}{(2\pi)^2}\,e^{i\mathbf q\cdot(\boldsymbol\rho-\boldsymbol\rho')}\Big(\frac{2\pi}{q}\Big)^2\chi_B\,e^{-q(z+z')}.
\]

The in-plane gradients give \(q^2\) and the normal ones another \(q^2\). With \(R=-(2\pi/q)\chi_B\) the trace is

\[
-\alpha\int_0^\infty\frac{q\,dq}{2\pi}\,2q^2\,\frac{4\pi^2}{q^2}\,\chi_Be^{-2qD}
=2\alpha\int_0^\infty dq\,q^2Re^{-2qD},
\]

and therefore

\[
E(D)=-\frac1\pi\int_0^\infty du\,\alpha(iu)\int_0^\infty dq\,q^2e^{-2qD}R(q,iu).
\]

\(R\) is the fraction of an applied potential that the sheet reflects with opposite sign. RPA screening, \(\chi_B=\chi_0/[1-(2\pi/q)\chi_0]\), gives

\[
R=\frac{X}{1+X},\qquad X=-\frac{2\pi}{q}\chi_0 .
\]

The exponential selects \(q\sim1/D\), so the power law is decided by \(R\) at small \(q\).

**Q.** Then begin with the insulator. Does the screening survive at large distance?

**A.** Only in part. The factor \(1/(1+X)\) drops out of the leading term, but screening between near neighbours stays. Let \(\alpha_\parallel\) be the in-plane polarizability per area with these near fields included; \(\chi_0\) then includes them too. The polarization \(-\alpha_\parallel\nabla\phi\) has density \(\alpha_\parallel\nabla^2\phi\), so \(\chi_0=-q^2\alpha_\parallel\) and \(X=2\pi q\alpha_\parallel\), which vanishes with \(q\).

Normal dipoles need separate treatment. A sheet of normal dipoles \(P\) has the potential \(2\pi P\,\mathrm{sgn}(z)e^{-q|z|}\), hence a normal field \(2\pi qP\) beside the plane; the singular field inside the sheet is already part of \(\alpha_\perp\). From \(P=\alpha_\perp(F+2\pi qP)\),

\[
P=\frac{\alpha_\perp F}{1-x},\qquad x=2\pi q\alpha_\perp .
\]

An applied potential \(\phi e^{qz}\) has \(F=-q\phi\), so the reflected potential is \(2\pi Pe^{-qz}=-\frac{x}{1-x}\phi e^{-qz}\). It has the same sign as the in-plane reflection. In a mirror-symmetric sheet the two do not mix, and at small \(q\)

\[
R\simeq2\pi q(\alpha_\parallel+\alpha_\perp).
\]

With \(\int_0^\infty q^3e^{-2qD}dq=3!/(2D)^4=3/(8D^4)\),

\[
E\to-\frac{C_4}{D^4},\qquad C_4=\frac34\int_0^\infty du\,\alpha(\alpha_\parallel+\alpha_\perp).
\]

**Q.** Does this agree with the pair sum I started from?

**A.** For a dilute layer it does. Two isotropic atoms are coupled by \(T_{ij}=(3n_in_j-\delta_{ij})/r^3\), with \(\sum_{ij}T_{ij}^2=6/r^6\). The same second-order trace gives \(C_6=\frac3\pi\int_0^\infty du\,\alpha\alpha_s\). For \(n_s\) atoms per area,

\[
n_s\int_0^\infty\frac{2\pi\rho\,d\rho}{(\rho^2+D^2)^3}=\frac{\pi n_s}{2D^4},
\]

so the sum is \(-\frac32n_s\int du\,\alpha\alpha_s/D^4\). Setting \(\alpha_\parallel=\alpha_\perp=n_s\alpha_s\) in \(C_4\) gives the same. In a dense layer the power stays, but the polarizabilities contain the fields of the neighbours.

**Q.** I would trust the energy formula more if something other than the trace-log confirmed it.

**A.** For harmonic dipoles the RPA energy is the shift of the coupled zero-point energies, which can be found by diagonalization. The test puts an oscillator above a disc of 709 coupled oscillators on a square lattice, at four lattice constants. With \(S=\sum r^{-3}=9.0336\), a uniform in-plane polarization gives each site the field \(pS/2\), and a normal one gives \(-pS\). These fields fix \(\alpha_\parallel\) and \(\alpha_\perp\). Diagonalization divided by the energy formula, with \(R\) kept at finite \(q\), is 1.0009 for in-plane and 0.9921 for normal dipoles. Exact agreement is not expected: the disc is finite, and the formula takes the fields of the neighbours only to first order in \(q\). For in-plane dipoles the two effects nearly cancel: an infinite lattice gives 1.0087, and the finite disc lowers this by 0.8%. For normal dipoles the infinite lattice gives 0.9936, and the disc lowers it by 0.15%. The test therefore confirms the formula to about 1%.

**Q.** Now let the electrons move freely. Does \(X\) still vanish at small \(q\)?

**A.** That depends on the frequency. For a parabolic band of unit mass, an occupied state \(\mathbf k\) is excited to \(\mathbf k+\mathbf q\) with gap \(\Delta=\mathbf k\cdot\mathbf q+q^2/2\). Transitions between two occupied states cancel in pairs, so the sum may run over all final states:

\[
\chi_0=-2\int_{k<k_F}\frac{d^2k}{(2\pi)^2}\frac{2\Delta}{\Delta^2+u^2}.
\]

Use \(2\Delta/(\Delta^2+u^2)=2\,\mathrm{Re}\,(\Delta+iu)^{-1}\) and set \(w=q^2/2+iu\). The angular integral is \(2\pi/\sqrt{w^2-k^2q^2}\), with the root of positive real part. The radial integral then gives

\[
\chi_0=-\frac{2}{\pi q^2}\,\mathrm{Re}\Big[w-\sqrt{w^2-k_F^2q^2}\Big].
\]

For \(u\gg k_Fq\) and small \(q\) the bracket is \(k_F^2q^2/(2w)+k_F^4q^4/(8w^3)+\dots\). To first order in \(q^2/2\), \(\mathrm{Re}\,w^{-1}=q^2/(2u^2)\) and \(\mathrm{Re}\,w^{-3}=-3q^2/(2u^4)\). With the density \(n=k_F^2/(2\pi)\),

\[
\chi_0\simeq-\frac{nq^2}{u^2}\Big(1-\frac{3k_F^2q^2}{4u^2}\Big).
\]

The leading term gives \(X=\omega_p^2/u^2\), with the sheet plasmon \(\omega_p^2=2\pi nq\), and

\[
R=\frac{\omega_p^2}{u^2+\omega_p^2}.
\]

Well below the plasmon frequency the sheet reflects almost like a perfect conductor; well above it, hardly at all. At \(u=\omega_p\) it reflects half. The width of that window is proportional to \(\sqrt q\), and this replaces the factor \(q\) of the insulator.

**Q.** The atom also has its own frequencies. Do they disturb the power?

**A.** They add a slowly decaying correction. Write \(\alpha(iu)=\sum_j\alpha_j\varepsilon_j^2/(\varepsilon_j^2+u^2)\), with excitation energies \(\varepsilon_j\) and \(\sum_j\alpha_j=\alpha_0\). Since \(\int_0^\infty du\,[(u^2+a^2)(u^2+b^2)]^{-1}=\pi/[2ab(a+b)]\),

\[
\int_0^\infty du\,\alpha R=\frac\pi2\sum_j\alpha_j\frac{\omega_p\varepsilon_j}{\omega_p+\varepsilon_j}
\simeq\frac\pi2\big(\alpha_0\omega_p-B\omega_p^2\big),\qquad B=\sum_j\frac{\alpha_j}{\varepsilon_j}.
\]

The first term gives

\[
-\frac{\alpha_0}{2}\sqrt{2\pi n}\,\frac{\Gamma(7/2)}{(2D)^{7/2}},\qquad\Gamma(7/2)=\frac{15\sqrt\pi}{8},\quad2^{7/2}=8\sqrt2 .
\]

The second gives \(+\frac B2\,2\pi n\,\frac{3}{8D^4}\). Together,

\[
E\simeq-\frac{15\pi}{128}\,\frac{\alpha_0\sqrt n}{D^{7/2}}+\frac{3\pi nB}{8D^4}.
\]

The nonlocal term in \(\chi_0\) changes \(\int R\,du\) by

\[
-\frac34k_F^2q^2\omega_p^2\int_0^\infty\frac{du}{(u^2+\omega_p^2)^2}=-\frac{3\pi k_F^2q^2}{16\,\omega_p}.
\]

Relative to \(\pi\omega_p/2\) this is \(-3q/8\), because \(k_F^2=2\pi n\). It therefore enters at \(D^{-9/2}\). For \(u\lesssim k_Fq\) the expansion of \(\chi_0\) fails, but there \(1-R\) is of order \(q\) over a width of order \(q\), which is smaller still.

**Q.** A real metal has scattering. At large \(D\) the plasmon frequency falls below any relaxation rate.

**A.** Then the \(7/2\) law ends. Continuity links the response to the sheet conductivity \(\sigma\): a current \(-\sigma\nabla\phi\) gives \(u\,\delta n=-\sigma q^2\phi\), so \(X=2\pi q\sigma(iu)/u\). With a relaxation rate \(\gamma\), \(\sigma=n/(u+\gamma)\) and \(X=\omega_p^2/[u(u+\gamma)]\). For \(\omega_p\ll\gamma\) the important low frequencies see \(\sigma_0=n/\gamma\), and

\[
R\simeq\frac{s}{s+u},\qquad s=2\pi\sigma_0q .
\]

Its tail \(s/u\) extends up to \(\gamma\) or to the atomic frequencies, whichever is lower, so \(\int\alpha R\,du\simeq\alpha_0s\ln(1/q)\) to leading logarithm. Inserting this gives the coefficient of the logarithm, but not the length inside it:

\[
E\simeq-\frac1\pi\,\alpha_0\,2\pi\sigma_0\,\frac{3}{8}\,\frac{\ln D}{D^4}=-\frac34\alpha_0\sigma_0\frac{\ln D}{D^4}.
\]

The change of regime lies where \(\omega_p\sim\gamma\) at \(q\sim1/D\), that is at \(D\sim2\pi n/\gamma^2\). For \(n=0.01\) bohr⁻², \(\gamma=0.05\) hartree and a hydrogen atom, the slope of \(-D^4E\) against \(\ln D\) between \(10^5\) and \(10^6\) bohr is 0.6733 by quadrature, against \(0.75\times4.5\times0.2=0.6750\) hartree bohr⁴. The approach is slow: between 100 and 1000 bohr the slope is only 0.49. These parameters test the formula and do not describe a good metal: \(\gamma\) exceeds the Fermi energy of 0.031 hartree, and \(k_F\ell=1.26\) for the mean free path \(\ell=k_F/\gamma\). A constant \(\sigma_0\) needs \(k_F\ell\gg1\). Even then, at zero temperature, quantum interference makes the conductivity of a disordered two-dimensional gas drift with length scale, which this model leaves out.

**Q.** Undoped graphene has no Fermi surface and no gap. Which of the two cases is it?

**A.** Its response must be calculated. Near each of the four Dirac cones (two spins, two valleys) the energies are \(\pm v|\mathbf k|\) and the spinors \((1,\pm e^{i\varphi})/\sqrt2\). A transition from the lower band at \(\mathbf k\) to the upper band at \(\mathbf k'=\mathbf k+\mathbf q\) has weight \((1-\cos\vartheta)/2\), where \(\vartheta\) is the angle between \(\mathbf k\) and \(\mathbf k'\), and gap \(G=v(k+k')\):

\[
\chi_0=-4\int\frac{d^2k}{(2\pi)^2}\,\frac{1-\cos\vartheta}{2}\,\frac{2G}{G^2+u^2}.
\]

The gap depends on the sum of two distances, which suggests elliptic coordinates,

\[
k+k'=q\cosh\mu,\qquad k-k'=q\cos\nu .
\]

They come from the conformal map \(\frac q2\cosh(\mu+i\nu)\), so the area element is \(\frac{q^2}{4}(\cosh^2\mu-\cos^2\nu)\,d\mu\,d\nu=kk'\,d\mu\,d\nu\). From \(q^2=k^2+k'^2-2kk'\cos\vartheta\),

\[
kk'(1-\cos\vartheta)=\tfrac12\big[q^2-(k-k')^2\big]=\tfrac12q^2\sin^2\nu .
\]

The \(\nu\) integral over a full turn gives \(\pi\). With \(t=vq\sinh\mu\),

\[
\chi_0=-\frac{q^2}{2\pi}\int_0^\infty\frac{dt}{u^2+v^2q^2+t^2}=-\frac{q^2}{4\sqrt{u^2+v^2q^2}}.
\]

Direct integration over momentum, with the overlaps taken from the spinors, reproduces this at a test point. Hence

\[
R=\frac{\lambda q}{\sqrt{u^2+v^2q^2}+\lambda q},\qquad\lambda=\frac\pi2 .
\]

For \(u\gg vq\), \(X\) has the form \(2\pi q\sigma_0/u\) with \(\sigma_0=1/4\). The sheet behaves there as a conductor with a constant conductivity, although no scattering has been assumed.

**Q.** So a logarithm again. But a logarithm needs a length inside it.

**A.** That length follows from matching two frequency regions at \(u=M\), with \(M\) far above \(vq\) and \(\lambda q\) and far below the atomic frequencies.

Below \(M\), \(\alpha=\alpha_0\). With \(r=\sqrt{u^2+v^2q^2}\), split \(R=\lambda q/r-\lambda^2q^2/[r(r+\lambda q)]\). The first part integrates to \(\lambda q\ln[2M/(vq)]\). In the second put \(u=vq\sinh t\) and \(\cosh a=\lambda/v\), for \(\lambda>v\):

\[
\lambda q\cosh a\int_0^\infty\frac{dt}{\cosh t+\cosh a}=\lambda q\,a\coth a .
\]

The integral follows with \(y=e^t\), when it becomes \(\int_1^\infty2\,dy/[(y+e^a)(y+e^{-a})]=a/\sinh a\).

Above \(M\), \(R\simeq\lambda q/u\), and integration by parts gives

\[
\int_M^\infty\frac{\alpha}{u}\,du=\alpha_0\ln\frac{\bar\omega}{M},\qquad\ln\bar\omega=-\int_0^\infty du\,\ln u\,\frac{\alpha'(iu)}{\alpha_0},
\]

where \(\alpha'\) is the derivative with respect to \(u\). In the sum \(M\) cancels:

\[
\int_0^\infty du\,\alpha R=\alpha_0\lambda q\Big[\ln\frac{2\bar\omega}{vq}-a\coth a\Big].
\]

Differentiating \(\int_0^\infty q^{s-1}e^{-2qD}dq=\Gamma(s)/(2D)^s\) at \(s=4\) gives

\[
\int_0^\infty q^3\ln q\,e^{-2qD}dq=\frac{3}{8D^4}\,[\psi(4)-\ln2D],
\]

with \(\psi\) the logarithmic derivative of \(\Gamma\). Since \(\lambda/\pi=1/2\),

\[
E\to-\frac{3\alpha_0}{16}\,\frac{\ln(D/D_0)}{D^4},\qquad D_0=\frac{v}{4\bar\omega}\exp[\psi(4)+a\coth a].
\]

The coefficient contains no velocity; \(v\) enters through \(D_0\).

**Q.** Real bands are not cones up to atomic energies.

**A.** That changes \(D_0\). The tail of \(R\) is then \(2\pi q\sigma(iu)/u\), so \(\alpha\) is replaced by \(\alpha\sigma/\sigma_0\) in \(\ln\bar\omega\). A normal polarizability, left out here, would add a \(D^{-4}\) term and so change \(D_0\) as well. The prefactor needs only \(\sigma_0=1/4\) at low frequency. In a test with the conductivity reduced by \(W^2/(W^2+u^2)\), \(W=0.2\) hartree, the law with the new \(D_0\) agrees with quadrature to 0.06% at 10,000 bohr.

**Q.** Show me an atom, with numbers.

**A.** Take hydrogen, with the nonrelativistic polarizability from a converged basis: \(\alpha_0=4.5\) bohr³, \(\bar\omega=0.4288\) hartree, \(B=10.75\) bohr³/hartree. The energy formula is linear in \(\alpha\), so this better polarizability can stand in for the atom's RPA one. Only the long-range dispersion energy is meant, not a chemical bond.

The three sheets have round parameters. The layer has \(\alpha_\parallel(0)=1\) bohr, one resonance at 0.4 hartree and \(\alpha_\perp=0\). The metal has \(n=0.01\) bohr⁻² and no damping. The Dirac sheet has \(v=0.4\) and no band cutoff.

For the layer, one atomic oscillator at \(\bar\omega\) gives the estimate

\[
C_4\approx\frac34\times4.5\times\frac\pi2\times\frac{0.4288\times0.4}{0.8288}\approx1.10,
\]

and the full spectrum gives 1.0953 hartree bohr⁴. For the metal the coefficients are \(0.3682\times4.5\times0.1=0.1657\) hartree bohr\(^{7/2}\) and \(3\pi\times0.01\times10.75/8=0.1266\) hartree bohr⁴. For the Dirac sheet the prefactor is \(3\times4.5/16=0.844\) hartree bohr⁴, and

\[
D_0=\frac{0.4}{4\times0.4288}\,e^{1.2561+2.1141}=6.78\ \text{bohr}.
\]

Quadrature with the full \(R\) gives these local exponents \(-d\ln|E|/d\ln D\):

| \(D\) (bohr) | layer | metal | Dirac |
|---:|---:|---:|---:|
| 30 | 3.794 | 3.417 | 3.560 |
| 100 | 3.920 | 3.458 | 3.674 |
| 1000 | 3.991 | 3.488 | 3.802 |

**Q.** The Dirac column looks like a power between 7/2 and 4. How would I know that it is a logarithm?

**A.** Differentiating the law gives the exponent \(4-1/\ln(D/D_0)\), which drifts towards 4 and never settles at a smaller power. At 1000 bohr it is \(4-1/4.99=3.80\), as in the table. At 30 bohr it would be 3.33 against the actual 3.560, so there the asymptotic form is not yet good; the energy itself is 19% larger than the law.

The other two approach their limits differently. The layer's energy is 8.2% below its law at 100 bohr and 0.9% below at 1000. This is the \(1/D\) decay expected from the next term of \(X/(1+X)\), \(-X^2\). For the metal at 1000 bohr the next term relative to the leading one is \(0.1266/(0.1657\sqrt{1000})=0.024\), and the quadrature lies 2.4% below the leading law.

**Q.** Does the metal at least attract the atom most strongly?

**A.** Not at every distance. At 30 bohr (1.588 nm) the energies are −28.7 μeV for the layer, −26.2 μeV for the metal and −50.1 μeV for the Dirac sheet. At 1000 bohr they are \(-1.09\), \(-5.11\) and \(-4.22\), in units of \(10^{-12}\) hartree. Without damping the smaller exponent wins in the end; the order before that depends on the parameters chosen here. With damping, the metal and the Dirac sheet both end in \(\ln D/D^4\) with the coefficient \(\frac34\alpha_0\sigma_0\), so the larger \(\sigma_0\) wins in the end. The lengths inside the logarithms can delay this far beyond any distance of practical interest. All of this holds for instantaneous forces only. Retardation removes the frequencies above \(c/D\), so both logarithms stop growing and \(-D^4E\) tends to a constant. For the damped metal above, the logarithm needs \(D\ll c/\gamma\approx2700\) bohr.

**Q.** Could such distances be reached with your assumptions intact?

**A.** Not all of them. Instantaneous forces require \(D\ll c/u\) for the frequencies that matter. For the layer and the Dirac sheet these reach up to about \(\bar\omega\), and \(c/\bar\omega\) is 320 bohr. For the Dirac sheet, zero temperature requires \(v/D\gg k_BT\), because at finite temperature the integral over \(u\) becomes a sum over discrete frequencies and thermally excited carriers change \(\chi_0\); at 300 K, \(v/(k_BT)\) is 421 bohr. The layer and Dirac energies at 1000 bohr therefore describe the stated mathematical limit, not a room-temperature measurement. For the metal the leading law needs \(\omega_p\), taken at \(q\sim1/D\), to be well above \(\gamma\) and \(k_BT\) and well below \(c/D\) and the atomic frequencies.

RPA also leaves out exchange and correlation corrections to the sheet's \(\chi_0\). These can change the layer's polarizabilities. In the Dirac sheet exchange raises the velocity slowly as \(q\) falls, so \(D_0\) is then no longer strictly constant. They do not change the leading coefficient of the undamped metal: a uniform force accelerates a parabolic-band gas as a whole, and the forces between its electrons cancel, so \(nq^2/u^2\) stays. The numerical output gives the remaining energies and ratios.

## Values computed for the example and the checks

```
H atom: alpha0 = 4.5000 bohr^3
H atom: log-mean frequency = 0.4288 hartree
H atom: moment B = 10.7500 bohr^3/hartree
lattice sum of 1/r^3 = 9.0336 (lattice constant 1)
lattice test: site pol. 0.033, freq. 0.7, D = 4.0 (model units)
lattice test: atom pol. 0.03, freq. 1.0; 709 sites
diagonalization/formula, in-plane dipoles = 1.0009
diagonalization/formula, normal dipoles = 0.9921
direct/closed Dirac response = 1.000000
layer: polarizability 1.0 bohr, resonance 0.4 hartree
layer: C4 = 1.0953 hartree bohr^4
metal: n = 0.01 bohr^-2, kF = 0.2507 bohr^-1
metal: C7/2 = 0.1657 hartree bohr^3.5
metal: next term = +0.1266 hartree bohr^4 / D^4
Dirac: v = 0.4 a.u., lambda = 1.5708 a.u., a = 2.0444
Dirac: a coth a = 2.1141, psi(4) = 1.2561
Dirac: log coefficient = 0.8438 hartree bohr^4
Dirac: D0 = 6.783 bohr
Dirac with band cutoff 0.2 hartree: D0 = 18.099 bohr
layer D = 30 bohr: E = -1.0539e-06 hartree, exponent 3.794, E/law 0.7794
layer D = 100 bohr: E = -1.0051e-08 hartree, exponent 3.920, E/law 0.9176
layer D = 300 bohr: E = -1.3121e-10 hartree, exponent 3.971, E/law 0.9703
layer D = 1000 bohr: E = -1.0853e-12 hartree, exponent 3.991, E/law 0.9908
metal D = 30 bohr: E = -9.6252e-07 hartree, exponent 3.417, E/law 0.8592
metal D = 100 bohr: E = -1.5296e-08 hartree, exponent 3.458, E/law 0.9233
metal D = 300 bohr: E = -3.3860e-10 hartree, exponent 3.477, E/law 0.9558
metal D = 1000 bohr: E = -5.1122e-12 hartree, exponent 3.488, E/law 0.9758
Dirac D = 30 bohr: E = -1.8402e-06 hartree, exponent 3.560, E/law 1.1881
Dirac D = 100 bohr: E = -2.3555e-08 hartree, exponent 3.674, E/law 1.0375
Dirac D = 300 bohr: E = -3.9855e-10 hartree, exponent 3.748, E/law 1.0097
Dirac D = 1000 bohr: E = -4.2228e-12 hartree, exponent 3.802, E/law 1.0023
layer D = 30 bohr = 1.588 nm: E = -28.678 micro-eV
metal D = 30 bohr = 1.588 nm: E = -26.191 micro-eV
Dirac D = 30 bohr = 1.588 nm: E = -50.073 micro-eV
D = 10000 bohr, E/law: layer 0.99907, metal 0.99235
D = 10000 bohr, metal with next term: 1.00000
D = 10000 bohr, E/law: Dirac 1.00016, with cutoff 1.00062
D = 10000 bohr, Dirac exponent 3.8631, from law 3.8629
damped metal: rate 0.05 hartree, sigma0 = 0.200 a.u.
damped metal: log slope 0.6733, law 0.6750 hartree bohr^4
retardation length c/omega = 320 bohr
thermal length v/kT at 300 K = 421 bohr
```
